# Frequency-Dependent Sternheimer Equations and Their Equivalence to the Sum over States, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The projected equations and the response at fixed potential

### 1. A molecule in an oscillating field

A closed-shell molecule in a weak light field of frequency $\omega$ acquires an induced dipole that oscillates at the same frequency. In Kohn-Sham theory the dipole comes from a small distortion of each occupied orbital. Perturbation theory writes this distortion as a sum over all orbitals, of which only the empty ones survive in the density of a closed shell (Section 5), and on a grid or in a large basis the empty orbitals far outnumber the occupied ones and include a discrete representation of the ionization continuum. The question is whether the distorted orbitals can be found from linear equations that contain the occupied orbitals alone, and whether the answer is then the same as the sum over states.

Rydberg atomic units are used: $\hbar=1$, $m=\tfrac12$, $e^2=2$, with energies and frequencies in Ry, lengths in bohr and times in $\hbar/\mathrm{Ry}$. The ground-state Kohn-Sham Hamiltonian and its eigenvalue problem are

$$H_0=-\nabla^2+v_{\rm KS}(\mathbf r),\qquad H_0|\phi_p\rangle=\varepsilon_p|\phi_p\rangle .\tag{1}$$

The indices $p,q$ run over all orbitals, $n,m,i,j$ over the occupied ones and $a,b$ over the empty ones. The orbitals are orthonormal and complete; in a finite orthonormal basis, $H_0$ is a Hermitian matrix and completeness refers to that basis. Orbital $p$ carries the occupation $f_p$, with $f_a=0$. The projectors on the occupied and empty spaces are

$$P=\sum_n|\phi_n\rangle\langle\phi_n|,\qquad Q=1-P=\sum_a|\phi_a\rangle\langle\phi_a| .\tag{2}$$

The first form of $Q$ needs the occupied orbitals only. Both projectors are built from eigenvectors of $H_0$ and so commute with it. The transition energies $\Delta_{an}=\varepsilon_a-\varepsilon_n$ are assumed to be bounded below by a gap $E_g>0$. In this part the orbitals may be complex.

The perturbation is switched on from $t=-\infty$ by giving the frequency a positive imaginary part, $z=\omega+i\eta$ with $\eta>0$. The change of the Kohn-Sham Hamiltonian is

$$H(t)=H_0+\lambda W(t),\qquad W(t)=\delta V\,e^{-izt}+\delta V^\dagger e^{+iz^*t}.\tag{3}$$

The second term is the Hermitian conjugate of the first, so $W(t)$ is Hermitian although $\delta V$ need not be. Both time factors have modulus $e^{\eta t}$ and vanish as $t\to-\infty$. The operator $\delta V$ is the total first-order Kohn-Sham potential, the external part plus the induced Hartree and exchange-correlation parts. Throughout Part I it is regarded as given.

### 2. First-order orbitals

Each occupied orbital obeys $i\partial_t\psi_n=H(t)\psi_n$ and starts as $e^{-i\varepsilon_nt}\phi_n$. Write

$$\psi_n(t)=e^{-i\varepsilon_nt}\left[\phi_n+\lambda u_n(t)+O(\lambda^2)\right].\tag{4}$$

The left side of the equation of motion is $e^{-i\varepsilon_nt}[\varepsilon_n\phi_n+\lambda\varepsilon_nu_n+i\lambda\dot u_n]$ and the right side is $e^{-i\varepsilon_nt}[H_0\phi_n+\lambda H_0u_n+\lambda W\phi_n]$ up to order $\lambda$. The zeroth-order terms agree by (1). The first-order terms give

$$i\dot u_n=(H_0-\varepsilon_n)u_n+\delta V\phi_n\,e^{-izt}+\delta V^\dagger\phi_n\,e^{iz^*t}.\tag{5}$$

This equation is linear in $u_n$ with two source terms, so a particular solution is the sum of one solution for each source. For the first source try $\psi_n^+e^{-izt}$, for which $i\partial_t$ gives the factor $i(-iz)=z$. For the second try $\psi_n^-e^{iz^*t}$, for which $i\partial_t$ gives $i(iz^*)=-z^*$. The conditions $z\psi_n^+=(H_0-\varepsilon_n)\psi_n^++\delta V\phi_n$ and $-z^*\psi_n^-=(H_0-\varepsilon_n)\psi_n^-+\delta V^\dagger\phi_n$ are rearranged to

$$(H_0-\varepsilon_n-z)|\psi_n^+\rangle=-\delta V|\phi_n\rangle,\qquad (H_0-\varepsilon_n+z^*)|\psi_n^-\rangle=-\delta V^\dagger|\phi_n\rangle .\tag{6}$$

The operators on the left have eigenvalues $\varepsilon_p-\varepsilon_n-z$ and $\varepsilon_p-\varepsilon_n+z^*$, whose imaginary part is $-\eta$ in both cases. No eigenvalue vanishes for $\eta>0$, and each equation has one solution. The general solution of (5) adds a homogeneous term $e^{-i(H_0-\varepsilon_n)t}u_0$. Its norm is constant in time because $H_0$ is Hermitian, while the initial condition requires $u_n\to0$ as $t\to-\infty$. The particular solution vanishes there as $e^{\eta t}$, so $u_0=0$ and

$$u_n(t)=\psi_n^+e^{-izt}+\psi_n^-e^{iz^*t}.\tag{7}$$

With the prefactor in (4), the plus component oscillates at the energy $\varepsilon_n+\omega$ and the minus component at $\varepsilon_n-\omega$. They are the two sidebands that a field of frequency $\omega$ puts on a level.

### 3. The first-order density matrix

The spin-summed one-particle density matrix is $\rho(t)=\sum_nf_n|\psi_n(t)\rangle\langle\psi_n(t)|$, with occupations that stay at their initial values during the evolution. The phases $e^{\mp i\varepsilon_nt}$ cancel between ket and bra. The term of order $\lambda$ is $\sum_nf_n(|u_n\rangle\langle\phi_n|+|\phi_n\rangle\langle u_n|)$. In the bra, complex conjugation turns $e^{-izt}$ into $e^{iz^*t}$ and $e^{iz^*t}$ into $e^{-izt}$, so that $\langle u_n|=\langle\psi_n^+|e^{iz^*t}+\langle\psi_n^-|e^{-izt}$. Collecting terms gives $\rho(t)=\rho_0+\lambda[\delta\rho\,e^{-izt}+\delta\rho^\dagger e^{iz^*t}]$ with

$$\delta\rho=\sum_nf_n\left(|\psi_n^+\rangle\langle\phi_n|+|\phi_n\rangle\langle\psi_n^-|\right).\tag{8}$$

The response at frequency $z$ contains the ket of the plus orbital and the bra of the minus orbital. By (6), $|\psi_n^-\rangle$ is linear in $\delta V^\dagger$, so its bra is linear in $\delta V$, and $\delta\rho$ as a whole is linear in $\delta V$. This property identifies $\delta\rho$ even at $\omega=0$, where the two time factors coincide: under $\delta V\to e^{i\theta}\delta V$ the part $\delta\rho$ picks up $e^{i\theta}$ and the part $\delta\rho^\dagger$ picks up $e^{-i\theta}$.

### 4. The sum over states

Take the scalar product of (6) with $\langle\phi_p|$ and let $H_0$ act to the left. With $\delta V_{pq}=\langle\phi_p|\delta V|\phi_q\rangle$,

$$c^+_{pn}\equiv\langle\phi_p|\psi_n^+\rangle=\frac{\delta V_{pn}}{z-\varepsilon_p+\varepsilon_n},\qquad c^-_{pn}\equiv\langle\phi_p|\psi_n^-\rangle=-\frac{(\delta V^\dagger)_{pn}}{z^*+\varepsilon_p-\varepsilon_n}.\tag{9}$$

In the first expression the minus sign of the source has been absorbed by reversing the sign of the denominator. Equation (8) needs the complex conjugate of $c^-$. Since $(\delta V^\dagger)_{pn}^*=\delta V_{np}$,

$$\left(c^-_{pn}\right)^*=-\frac{\delta V_{np}}{z-\varepsilon_n+\varepsilon_p}.\tag{10}$$

The first term of (8) is $\sum_{n,p}f_nc^+_{pn}|\phi_p\rangle\langle\phi_n|$. Renaming $n\to q$ and letting $q$ run over all orbitals, which is allowed because $f_a=0$, it becomes $\sum_{pq}f_q|\phi_p\rangle\,\delta V_{pq}\,\langle\phi_q|/(z-\varepsilon_p+\varepsilon_q)$. The second term is $\sum_{n,q}f_n(c^-_{qn})^*|\phi_n\rangle\langle\phi_q|$. Renaming $n\to p$ and using (10), it becomes $-\sum_{pq}f_p|\phi_p\rangle\,\delta V_{pq}\,\langle\phi_q|/(z-\varepsilon_p+\varepsilon_q)$. The two terms have the same denominator and combine to

$$\delta\rho=\sum_{pq}(f_q-f_p)\,\frac{|\phi_p\rangle\,\delta V_{pq}\,\langle\phi_q|}{z-\varepsilon_p+\varepsilon_q}.\tag{11}$$

This is the sum-over-states form of the first-order response of independent particles with arbitrary fixed occupations. It is analytic in $z$, although $z^*$ appears in (6).

### 5. Cancellation inside the occupied space

Now let all occupied orbitals have the same occupation $f$, which is $2$ for a closed shell. In (11) the factor $f_q-f_p$ vanishes when $p$ and $q$ are both empty or both occupied. The two cases differ in origin. Empty-empty terms are absent from (8) because each term there has an occupied ket or an occupied bra. Occupied-occupied terms are present in both terms of (8) and cancel. The coefficient of $|\phi_m\rangle\langle\phi_n|$ is $f[c^+_{mn}+(c^-_{nm})^*]$, and (9) and (10) give

$$c^+_{mn}+\left(c^-_{nm}\right)^*=\frac{\delta V_{mn}}{z-\varepsilon_m+\varepsilon_n}-\frac{\delta V_{mn}}{z-\varepsilon_m+\varepsilon_n}=0 .\tag{12}$$

The admixture of $\phi_m$ in the plus part of orbital $n$ is cancelled by the admixture of $\phi_n$ in the minus part of orbital $m$. For $m=n$ the two pieces are $\pm\delta V_{nn}/z$. They grow without bound as $z\to0$ and describe the first-order change in the phase of $\psi_n$, since $-i\lambda\int_{-\infty}^t\delta V_{nn}e^{-izt'}dt'=\lambda\,\delta V_{nn}e^{-izt}/z$.

The same result follows without any expansion. All orbitals evolve with the same unitary operator and remain orthonormal, so $\rho(t)^2=f\rho(t)$ at all times. With $\rho_0=fP$, the part of this identity that is linear in $\delta V$ reads $P\,\delta\rho+\delta\rho\,P=\delta\rho$. Multiplying by $P$ on both sides gives $2P\delta\rho P=P\delta\rho P$, and multiplying by $Q$ on both sides gives $0=Q\delta\rho Q$. Hence

$$P\,\delta\rho\,P=0,\qquad Q\,\delta\rho\,Q=0 .\tag{13}$$

The occupied components of $\psi_n^\pm$ amount to a rotation among the occupied orbitals. Removing them from (4) subtracts $\lambda e^{-i\varepsilon_nt}\sum_m\phi_m(c^+_{mn}e^{-izt}+c^-_{mn}e^{iz^*t})$, which to first order equals $\lambda\sum_m\psi_m(t)\,a_{mn}(t)$ with

$$a_{mn}(t)=e^{i(\varepsilon_m-\varepsilon_n)t}\left(c^+_{mn}e^{-izt}+c^-_{mn}e^{iz^*t}\right).\tag{14}$$

Its Hermitian conjugate has elements $a_{nm}^*=e^{i(\varepsilon_m-\varepsilon_n)t}[(c^+_{nm})^*e^{iz^*t}+(c^-_{nm})^*e^{-izt}]$. Equation (12) gives $(c^-_{nm})^*=-c^+_{mn}$, and its complex conjugate with $m$ and $n$ exchanged gives $(c^+_{nm})^*=-c^-_{mn}$. Thus $a_{nm}^*=-a_{mn}$, and the matrix $1-\lambda a$ is unitary to first order. A unitary mixing of equally occupied orbitals leaves $\rho$ unchanged.

### 6. The projected Sternheimer equations

Define $|\phi_n^\pm\rangle=Q|\psi_n^\pm\rangle$. By (13), $\delta\rho=Q\delta\rho P+P\delta\rho Q$. Apply this to (8). In $Q\delta\rho P$ the second term of (8) drops out because $Q|\phi_n\rangle=0$, and the first becomes $f|\phi_n^+\rangle\langle\phi_n|$. In $P\delta\rho Q$ the first term drops out because $\langle\phi_n|Q=0$, and the second becomes $f|\phi_n\rangle\langle\phi_n^-|$. Therefore

$$\delta\rho=f\sum_n\left(|\phi_n^+\rangle\langle\phi_n|+|\phi_n\rangle\langle\phi_n^-|\right).\tag{15}$$

Acting with $Q$ on (6) and moving it through $H_0$, with which it commutes, gives the frequency-dependent Sternheimer equations

$$(H_0-\varepsilon_n-z)|\phi_n^+\rangle=-Q\,\delta V|\phi_n\rangle,\qquad (H_0-\varepsilon_n+z^*)|\phi_n^-\rangle=-Q\,\delta V^\dagger|\phi_n\rangle,\qquad P|\phi_n^\pm\rangle=0 .\tag{16}$$

For real frequency and Hermitian $\delta V$ they read $(H_0-\varepsilon_n\mp\omega)|\phi_n^\pm\rangle=-Q\,\delta V|\phi_n\rangle$. With $Q=1-P$, no empty orbital appears in (15) or (16). A constant added to $\delta V$ does not change the sources, because $Q|\phi_n\rangle=0$; for a dipole perturbation the solutions $\phi_n^\pm$ are therefore independent of the origin of coordinates, while $\psi_n^\pm$ are not.

The projection also changes where the equations are singular. Restricted to the empty space, the two operators have eigenvalues $\Delta_{an}-z$ and $\Delta_{an}+z^*$. The plus equation has a unique solution unless $z=\Delta_{an}$ for some $a$, and the minus equation unless $z=-\Delta_{an}$. All poles of (11) lie at these points, and for $|\omega|<E_g$ the limit $\eta\to0$ can be taken directly in (16). The unprojected operators in (6) have additional zero eigenvalues on the real axis at $\omega=0$ and at $\omega=\pm(\varepsilon_m-\varepsilon_n)$ for pairs of occupied levels. Those transitions are blocked by the equal occupations and leave no trace in (11). When $H_0$ has a continuum and $\omega$ exceeds the ionization threshold of orbital $n$, the point $z=\omega$ lies in the continuous spectrum of $H_0-\varepsilon_n$, and $\eta$ must be kept positive, or sent to zero after the equation has been solved.

A linear solver acts in the full space, where $H_0-\varepsilon_n-z$ still has its small eigenvalues in the occupied sector. They are moved away by a shift. Consider, for a real constant $s$,

$$(H_0+sP-\varepsilon_n-z)|x\rangle=-Q\,\delta V|\phi_n\rangle .\tag{17}$$

The scalar product with $\langle\phi_m|$ gives $(\varepsilon_m+s-\varepsilon_n-z)\langle\phi_m|x\rangle=0$, because $\langle\phi_m|Q=0$. Unless $z=\varepsilon_m+s-\varepsilon_n$, this forces $P|x\rangle=0$. Then $sP|x\rangle=0$, and (17) reduces to the plus equation (16). The solution satisfies the constraint automatically and does not depend on $s$. The minus equation is treated in the same way, with $-z$ replaced by $z^*$. For real $\omega$ the eigenvalues of the shifted operators are at least $E_g-|\omega|$ in the empty space and at least $s-B-|\omega|$ in the occupied space, where $B$ is the distance from the lowest to the highest occupied level. Both operators are positive definite when $|\omega|<E_g$ and $s>B+|\omega|$.

### 7. Equivalence with the sum over states

The claim is that, for equal occupations and $z\ne\pm\Delta_{an}$, the density matrix (15) built from the solutions of (16) equals (11). The proof has three parts.

First, let $\phi_n^\pm$ solve (16). The constraint and completeness give $|\phi_n^\pm\rangle=\sum_a|\phi_a\rangle\langle\phi_a|\phi_n^\pm\rangle$. The scalar product of (16) with $\langle\phi_a|$, using $\langle\phi_a|Q=\langle\phi_a|$, fixes each coefficient, and division by the nonzero eigenvalue yields

$$|\phi_n^+\rangle=-\sum_a|\phi_a\rangle\frac{\delta V_{an}}{\Delta_{an}-z},\qquad |\phi_n^-\rangle=-\sum_a|\phi_a\rangle\frac{(\delta V^\dagger)_{an}}{\Delta_{an}+z^*}.\tag{18}$$

Second, let $\phi_n^\pm$ be defined by the sums (18). They lie in the empty space, so the constraint holds. The operator $H_0-\varepsilon_n-z$ multiplies $|\phi_a\rangle$ by $\Delta_{an}-z$, which cancels the denominator and leaves $-\sum_a|\phi_a\rangle\langle\phi_a|\delta V|\phi_n\rangle=-Q\,\delta V|\phi_n\rangle$ by (2). The same steps with $\Delta_{an}+z^*$ and $\delta V^\dagger$ apply to the minus orbital. The sums solve (16), and by the first part they are the only solutions.

Third, insert (18) in (15). The bra of the minus orbital is $\langle\phi_n^-|=-\sum_a\delta V_{na}\langle\phi_a|/(\Delta_{an}+z)$, so that

$$\delta\rho=f\sum_{na}\left[\frac{|\phi_a\rangle\,\delta V_{an}\langle\phi_n|}{z-\Delta_{an}}-\frac{|\phi_n\rangle\,\delta V_{na}\langle\phi_a|}{z+\Delta_{an}}\right].\tag{19}$$

In (11), the terms with $p=a$, $q=n$ have $f_q-f_p=f$ and denominator $z-\Delta_{an}$, which is the first term of (19). The terms with $p=n$, $q=a$ have $f_q-f_p=-f$ and denominator $z+\Delta_{an}$, which is the second term. All other terms of (11) vanish. This completes the proof. For a local potential $\delta V(\mathbf r)$, the diagonal $\delta n(\mathbf r)=\langle\mathbf r|\delta\rho|\mathbf r\rangle$ equals $\int\chi_0(\mathbf r,\mathbf r',z)\,\delta V(\mathbf r')\,d^3r'$ with the Kohn-Sham response function

$$\chi_0(\mathbf r,\mathbf r',z)=f\sum_{na}\left[\frac{\phi_n^*(\mathbf r)\phi_a(\mathbf r)\phi_a^*(\mathbf r')\phi_n(\mathbf r')}{z-\Delta_{an}}-\frac{\phi_a^*(\mathbf r)\phi_n(\mathbf r)\phi_n^*(\mathbf r')\phi_a(\mathbf r')}{z+\Delta_{an}}\right].\tag{20}$$

The plus orbitals carry the resonant poles at $+\Delta_{an}$ and the minus orbitals the antiresonant poles at $-\Delta_{an}$.

### 8. Unequal occupations

If the orbitals that make up $P$ have different occupations $f_n$, the identity $\rho^2=f\rho$ is lost. Equation (15) with $f_n$ inside the sum still reproduces the occupied-empty terms of (11), whose weights are $\pm f_n$. It misses the block

$$P\,\delta\rho\,P=\sum_{mn}(f_n-f_m)\frac{|\phi_m\rangle\,\delta V_{mn}\langle\phi_n|}{z-\varepsilon_m+\varepsilon_n},\tag{21}$$

which describes transitions from a fuller to a less full level. The projected equations alone are then incomplete. The missing block is a finite sum over orbitals that are already known and can be added by hand.

These statements were checked on a six-level model with energies $-2.0,-1.2,-0.7,0.3,0.9,1.6$ Ry, complex eigenvectors, a random non-Hermitian $\delta V$, three occupied levels and $z=0.6+0.5i$ Ry. The orbitals $\psi_n^\pm$ were extracted from a numerical integration of the time-dependent equation, with the plus and minus parts separated by the phase argument after (8). All differences quoted are the largest absolute difference of a vector or matrix element, per unit $\lambda$. The propagated orbitals agree with the solutions of (6) to $5.1\times10^{-8}$ and, after projection, with those of (16) to $2.4\times10^{-8}$. The projector changes the plus orbitals by as much as $1.42$, yet for $f=1$ the projected $\delta\rho$ agrees with (11) to $5.0\times10^{-16}$. Leaving out the minus orbitals produces an error of $0.25$. With occupations $1,1,0.4$ the propagated $\delta\rho$ still agrees with (11), to $3.0\times10^{-8}$, while the projected one is off by $0.46$.

## Part II. Self-consistency, the interacting sum over states, and LiH

### 9. Symbols and results carried over

The units are Rydberg atomic units with $e^2=2$ and $m=\tfrac12$. The Kohn-Sham Hamiltonian $H_0$ has occupied orbitals $\phi_i$ of equal occupation $f$ and empty orbitals $\phi_a$, with $\Delta_{ai}=\varepsilon_a-\varepsilon_i\ge E_g>0$, and $Q=1-P$ projects on the empty space. The perturbation is $\lambda[\delta Ve^{-izt}+\delta V^\dagger e^{iz^*t}]$ with $z=\omega+i\eta$. The first-order orbitals solve the Sternheimer equations (16),

$$(H_0-\varepsilon_i-z)\phi_i^+=-Q\,\delta V\phi_i,\qquad(H_0-\varepsilon_i+z^*)\phi_i^-=-Q\,\delta V^\dagger\phi_i,\qquad P\phi_i^\pm=0,$$

and give $\delta\rho=f\sum_i(|\phi_i^+\rangle\langle\phi_i|+|\phi_i\rangle\langle\phi_i^-|)$, equation (15), as the coefficient of $\lambda e^{-izt}$ in the density matrix. At given $\delta V$ this equals the sum over states (19). The unprojected orbitals $\psi_i^\pm$ of (6) have additional occupied components $c^\pm_{mi}$, given in (9), which cancel in $\delta\rho$.

### 10. Real orbitals and a local potential

Without magnetic fields and spin-orbit coupling, $H_0$ is real and the orbitals can be chosen real. Then $Q$ is real as well. Let $\delta V(\mathbf r)$ be a local potential, complex in general, so that $\delta V^\dagger$ is multiplication by $\delta V^*(\mathbf r)$ and $\delta V_{pq}=\delta V_{qp}$. The complex conjugate of the minus equation is

$$(H_0-\varepsilon_i+z)\,[\phi_i^-(\mathbf r)]^*=-Q\,\delta V\phi_i .\tag{22}$$

This is the plus equation with $z$ replaced by $-z$ and the same source. By uniqueness,

$$[\phi_i^-(z)]^*=\phi_i^+(-z)\quad\text{at the same }\delta V .\tag{23}$$

Both signs therefore follow from one source and the two operators $H_0-\varepsilon_i\mp z$. The density response from (15) is

$$\delta n(\mathbf r)=f\sum_i\phi_i(\mathbf r)\left\{\phi_i^+(\mathbf r)+[\phi_i^-(\mathbf r)]^*\right\}.\tag{24}$$

At $z=0$ the two operators coincide and the plus and minus orbitals each supply half of $\delta n$, so the static limit is the single equation $(H_0-\varepsilon_i)\phi_i^{(1)}=-Q\,\delta V\phi_i$ with $\delta n=2f\sum_i\phi_i\phi_i^{(1)}$. Define the amplitudes $X_{ai}=\langle\phi_a|\phi_i^+\rangle$ and $Y_{ai}=\langle\phi_a|\phi_i^-\rangle^*$, and their sum $U_{ai}=X_{ai}+Y_{ai}$. Projection of the plus equation and of (22) on $\phi_a$ gives

$$(\Delta_{ai}-z)X_{ai}=-\delta V_{ai},\qquad(\Delta_{ai}+z)Y_{ai}=-\delta V_{ai},\qquad\delta n=f\sum_{ia}\phi_i\phi_a\,U_{ai}.\tag{25}$$

At given $\delta V$, the identity $1/(\Delta-z)+1/(\Delta+z)=2\Delta/(\Delta^2-z^2)$ gives $U_{ai}=-2\Delta_{ai}\,\delta V_{ai}/(\Delta_{ai}^2-z^2)$, which depends on $z$ through $z^2$ alone.

For a given potential $\delta V$ and equal occupations, the projected Sternheimer equations have been shown to reproduce the sum over states using occupied orbitals alone. It remains to determine $\delta V$ self-consistently, to compare the result with the Casida sum, and to work through the example of LiH.
